# Adiabatic and Isothermal Bulk Modulus: Their Ratio from Thermodynamic Identities: test program

```python
# Result under test: K_S / K_T = 1 + alpha * gamma * T
#   K_T, K_S : isothermal and adiabatic bulk modulus, -V dP/dV
#   alpha    : volumetric thermal expansion coefficient, (1/V) dV/dT at fixed P
#   gamma    : thermodynamic Grueneisen parameter, V dP/dU at fixed V
#   T, P, V  : absolute temperature, pressure, volume per atom
#   S, U, F  : entropy, internal energy, Helmholtz energy per atom
# Model solid: cold energy quadratic in ln(V/V0) plus harmonic modes whose
# frequencies vary as V**(-mode_gamma). All quantities are obtained from F by
# numerical differentiation and root finding, in 50-digit arithmetic.
# Internal units: eV, cubic angstrom, kelvin.
from mpmath import mp, mpf, log, exp, findroot
from scipy import constants as const

mp.dps = 50
KB = mpf(const.k) / mpf(const.e)                 # eV/K
GPA = mpf(const.e) * mpf(10) ** 21               # GPa per eV/angstrom^3
V0 = mpf(20)
K0 = mpf(100) / GPA
# each entry: number of modes per atom, quantum at V0 in eV, mode gamma
MODES = [(1, mpf("0.015"), mpf(-1)), (2, mpf("0.050"), mpf(2))]
INNER = mpf("1e-12")                             # relative step, first derivatives of F
OUTER = mpf("1e-8")                              # relative step, further derivatives
ROOT_TOL = mpf("1e-28")


def helmholtz(V, T):
    strain = log(V / V0)
    total = K0 * V0 * strain ** 2 / 2
    for count, quantum0, mode_gamma in MODES:
        quantum = quantum0 * exp(-mode_gamma * strain)
        total += count * (quantum / 2 + KB * T * log(1 - exp(-quantum / (KB * T))))
    return total


def pressure(V, T):
    h = INNER * V
    return -(helmholtz(V + h, T) - helmholtz(V - h, T)) / (2 * h)


def entropy(V, T):
    h = INNER * T
    return -(helmholtz(V, T + h) - helmholtz(V, T - h)) / (2 * h)


def energy(V, T):
    return helmholtz(V, T) + T * entropy(V, T)


def volume_at(P, T):
    return findroot(lambda V: pressure(V, T) - P, (V0, V0 * mpf("0.99")), tol=ROOT_TOL)


def temperature_on_adiabat(V, S, T_guess):
    return findroot(lambda T: entropy(V, T) - S,
                    (T_guess, T_guess * mpf("1.0001")), tol=ROOT_TOL)


def pressure_slope_in_T(V, T):
    h = OUTER * T
    return (pressure(V, T + h) - pressure(V, T - h)) / (2 * h)


def measure(P, T):
    """Every coefficient from its own definition, without the identity."""
    V = volume_at(P, T)
    dV, dT = OUTER * V, OUTER * T
    r = {"V": V, "T": T}
    r["KT"] = -V * (pressure(V + dV, T) - pressure(V - dV, T)) / (2 * dV)
    S = entropy(V, T)
    T_plus = temperature_on_adiabat(V + dV, S, T)
    T_minus = temperature_on_adiabat(V - dV, S, T)
    P_plus, P_minus = pressure(V + dV, T_plus), pressure(V - dV, T_minus)
    r["KS"] = -V * (P_plus - P_minus) / (2 * dV)
    r["dTdV_S"] = (T_plus - T_minus) / (2 * dV)
    r["dTdP_S"] = (T_plus - T_minus) / (P_plus - P_minus)
    V_hot, V_cold = volume_at(P, T + dT), volume_at(P, T - dT)
    r["alpha"] = (V_hot - V_cold) / (2 * dT * V)
    r["CP"] = T * (entropy(V_hot, T + dT) - entropy(V_cold, T - dT)) / (2 * dT)
    r["CV"] = (energy(V, T + dT) - energy(V, T - dT)) / (2 * dT)
    r["gamma"] = V * ((pressure(V, T + dT) - pressure(V, T - dT))
                      / (energy(V, T + dT) - energy(V, T - dT)))
    r["dPdT_V"] = pressure_slope_in_T(V, T)
    r["dSdV_T"] = (entropy(V + dV, T) - entropy(V - dV, T)) / (2 * dV)
    return r


def close(a, b, tol=mpf("1e-10")):
    return abs(a - b) <= tol * abs(b)


def weighted_mode_gamma(V, T):
    top = bottom = mpf(0)
    for count, quantum0, mode_gamma in MODES:
        x = quantum0 * (V / V0) ** (-mode_gamma) / (KB * T)
        heat = count * x ** 2 * exp(x) / (exp(x) - 1) ** 2
        top += mode_gamma * heat
        bottom += heat
    return top / bottom


print(f"cold bulk modulus at V0: {float(K0 * GPA):.1f} GPa")
print(f"reference volume V0: {float(V0):.1f} angstrom^3 per atom")
for count, quantum0, mode_gamma in MODES:
    print(f"modes per atom: {count}, quantum {float(quantum0 * 1000):.1f} meV, "
          f"mode gamma {float(mode_gamma):+.1f}")

states = [(60, 0), (300, 0), (600, 0), (300, 5)]
results = {}
worst = mpf(0)
for T_number, P_number in states:
    T, P = mpf(T_number), mpf(P_number) / GPA
    r = measure(P, T)
    results[(T_number, P_number)] = r
    product = r["alpha"] * r["gamma"] * T
    excess = r["KS"] / r["KT"] - 1
    assert r["KT"] > 0 and r["CV"] > 0
    assert close(r["dPdT_V"], r["alpha"] * r["KT"])
    assert close(r["dSdV_T"], r["alpha"] * r["KT"])
    assert close(r["gamma"], r["alpha"] * r["KT"] * r["V"] / r["CV"])
    assert close(r["dTdV_S"], -r["gamma"] * T / r["V"])
    assert close(r["dTdP_S"], r["gamma"] * T / r["KS"])
    assert close(r["gamma"], weighted_mode_gamma(r["V"], T))
    assert close(excess, product)
    assert close(r["CP"] / r["CV"] - 1, product)
    assert excess > 0
    worst = max(worst, abs(excess / product - 1))
    print(f"--- state: T = {T_number} K, P = {P_number} GPa")
    print(f"volume per atom: {float(r['V']):.4f} angstrom^3")
    print(f"K_T: {float(r['KT'] * GPA):.4f} GPa")
    print(f"K_S: {float(r['KS'] * GPA):.4f} GPa")
    print(f"alpha: {float(r['alpha'] * 10 ** 6):.4f} 1e-6/K")
    print(f"gamma: {float(r['gamma']):.5f} (no unit)")
    print(f"C_V: {float(r['CV'] / KB):.5f} k_B, C_P: {float(r['CP'] / KB):.5f} k_B")
    print(f"K_S/K_T - 1 from adiabat: {float(excess):.6e} (no unit)")
    print(f"alpha*gamma*T: {float(product):.6e} (no unit)")
    print(f"adiabatic dT/dP: {float(r['dTdP_S'] / GPA):.4f} K/GPa")

# Cold state: expansion and gamma are negative, yet the adiabat is stiffer.
assert results[(60, 0)]["alpha"] < 0 and results[(60, 0)]["gamma"] < 0

# Temperature of vanishing expansion at zero pressure.
T_zero = findroot(lambda T: pressure_slope_in_T(volume_at(mpf(0), T), T),
                  (mpf(110), mpf(130)), tol=mpf("1e-18"))
assert 60 < T_zero < 300
at_zero = measure(mpf(0), T_zero)
assert abs(at_zero["alpha"]) < mpf("1e-16")
assert abs(at_zero["KS"] / at_zero["KT"] - 1) < mpf("1e-12")
print("--- further results at P = 0 GPa")
print(f"temperature where alpha = 0: {float(T_zero):.3f} K")
print(f"K_T there: {float(at_zero['KT'] * GPA):.4f} GPa")
print(f"K_S there: {float(at_zero['KS'] * GPA):.4f} GPa")

# Size of two common errors at 300 K.
room = results[(300, 0)]
true_excess = room["KS"] / room["KT"] - 1
plain_mean = sum(n * g for n, _, g in MODES) / sum(n for n, _, _ in MODES)
excess_plain = room["alpha"] * plain_mean * room["T"]
excess_linear = room["alpha"] / 3 * room["gamma"] * room["T"]
assert abs(excess_plain / true_excess - 1) > mpf("0.05")
print(f"plain mean of mode gammas: {float(plain_mean):.4f} (no unit)")
print(f"300 K excess with plain mean: {float(excess_plain):.6e} (no unit)")
print(f"300 K excess with linear alpha: {float(excess_linear):.6e} (no unit)")
print(f"largest relative mismatch of identity: {float(worst):.1e} (no unit)")
print("finished without a failed check")
```

Printed output:

```
cold bulk modulus at V0: 100.0 GPa
reference volume V0: 20.0 angstrom^3 per atom
modes per atom: 1, quantum 15.0 meV, mode gamma -1.0
modes per atom: 2, quantum 50.0 meV, mode gamma +2.0
--- state: T = 60 K, P = 0 GPa
volume per atom: 20.1450 angstrom^3
K_T: 100.8920 GPa
K_S: 100.9105 GPa
alpha: -3.3079 1e-6/K
gamma: -0.92491 (no unit)
C_V: 0.52649 k_B, C_P: 0.52659 k_B
K_S/K_T - 1 from adiabat: 1.835682e-04 (no unit)
alpha*gamma*T: 1.835682e-04 (no unit)
adiabatic dT/dP: -0.5499 K/GPa
--- state: T = 300 K, P = 0 GPa
volume per atom: 20.1710 angstrom^3
K_T: 100.0484 GPa
K_S: 100.3860 GPa
alpha: 13.7721 1e-6/K
gamma: 0.81683 (no unit)
C_V: 2.46444 k_B, C_P: 2.47275 k_B
K_S/K_T - 1 from adiabat: 3.374848e-03 (no unit)
alpha*gamma*T: 3.374848e-03 (no unit)
adiabatic dT/dP: 2.4411 K/GPa
--- state: T = 600 K, P = 0 GPa
volume per atom: 20.2739 angstrom^3
K_T: 99.1237 GPa
K_S: 100.1874 GPa
alpha: 18.7184 1e-6/K
gamma: 0.95548 (no unit)
C_V: 2.85153 k_B, C_P: 2.88213 k_B
K_S/K_T - 1 from adiabat: 1.073108e-02 (no unit)
alpha*gamma*T: 1.073108e-02 (no unit)
adiabatic dT/dP: 5.7222 K/GPa
--- state: T = 300 K, P = 5 GPa
volume per atom: 19.2330 angstrom^3
K_T: 110.0966 GPa
K_S: 110.4023 GPa
alpha: 11.9872 1e-6/K
gamma: 0.77217 (no unit)
C_V: 2.38092 k_B, C_P: 2.38753 k_B
K_S/K_T - 1 from adiabat: 2.776855e-03 (no unit)
alpha*gamma*T: 2.776855e-03 (no unit)
adiabatic dT/dP: 2.0982 K/GPa
--- further results at P = 0 GPa
temperature where alpha = 0: 123.252 K
K_T there: 100.7789 GPa
K_S there: 100.7789 GPa
plain mean of mode gammas: 1.0000 (no unit)
300 K excess with plain mean: 4.131616e-03 (no unit)
300 K excess with linear alpha: 1.124949e-03 (no unit)
largest relative mismatch of identity: 7.7e-16 (no unit)
finished without a failed check
```
